# Thermal Noise of a Distributed MOSFET Gate Resistance, part 2

A long, narrow MOSFET gate of width $W$ and length $L$ is a strip with end-to-end resistance $R=R_{\rm sheet}W/L$, where $R_{\rm sheet}$ is the sheet resistance. We seek the drain noise caused by its thermal noise when one end or both ends are contacted. The position $u$ runs from 0 to 1 along the width. The total transconductance $g_m$ and total gate capacitance $C$ are spread uniformly, and the local transconductance is independent of frequency. Source, drain and gate contacts are at ac ground.

The gate noise voltage $v(u)$ has the average $\bar v$, and the drain noise current is $i_d=g_m\bar v$. Spectra $S$ are one-sided, with $k$ Boltzmann's constant and $T$ the temperature. The noise resistance $R_n$ is defined by

$$
S_{i_d}=g_m^2\,4kT\,R_n ,
$$

which is equivalent to $S_{\bar v}=4kTR_n$.

A piece $du$ of the strip has the noise voltage $e(u)\,du$, and different pieces are independent. With two contacts, a loop current $J$ flows, positive towards increasing $u$. The noise $e(u)$ enters $\bar v$ with weight $1-u$ for one contact and $1/2-u$ for two. At low frequency $R_n=R/3$ and $R_n=R/12$, respectively. For $K$ parallel fingers with the same total width, these become $R/(3K^2)$ and $R/(12K^2)$.

At angular frequency $\omega=2\pi f$, a signal $V$ at a single contact sees the input admittance $Y$:

$$
Y=\frac{i(0)}V=\frac{\gamma\tanh\gamma}{R},\qquad
\gamma^2=j\omega RC=js,\qquad s=\omega RC .
$$

Here $i(0)$ is the current entering at the contact. All charge on the gate, $C\bar v$, enters through the contacts. Nyquist's theorem then gives

$$
S_{\bar v}=\frac{4kT\,{\rm Re}\,Y}{(\omega C)^2},
$$

and, for one contact,

$$
\frac{R_n}{R}=F(s)=\frac{{\rm Re}(\gamma\tanh\gamma)}{s^2}.
$$

In the worked example below, a single series resistor $R$ would give the gate 77% of the thermal noise power from gate and channel. The distributed calculation gives 53% with one contact and 22% with two.

### Expansion at small $s$

The derivative of $t=\tanh z$ is $1-t^2$. Because $t$ is odd, set $t=z+a_3z^3+a_5z^5+a_7z^7+\cdots$. Comparing powers of $z$ gives

$$
3a_3=-1,\qquad 5a_5=-2a_3,\qquad 7a_7=-(a_3^2+2a_5).
$$

Hence $a_3=-1/3$, $a_5=2/15$ and $a_7=-17/315$. It follows that

$$
\gamma\tanh\gamma=\gamma^2-\frac{\gamma^4}{3}
+\frac{2\gamma^6}{15}-\frac{17\gamma^8}{315}+\cdots .
$$

With $\gamma^2=js$, the first and third terms are imaginary, while $\gamma^4=-s^2$ and $\gamma^8=s^4$. Division of the real part by $s^2$ yields

$$
\frac{R_n}{R}=\frac13-\frac{17}{315}s^2+\cdots
\quad\text{(one contact)}.
$$

For two contacts driven together, symmetry makes the current vanish at the centre. Each half is a one-contact line with resistance $R/2$ and capacitance $C/2$, so its frequency parameter is $s/4$. The real parts of the two admittances add:

$$
{\rm Re}\,Y_{\rm both}
=2\,\frac{(s/4)^2F(s/4)}{R/2}
=\frac{s^2}{4R}F(s/4).
$$

Multiplication by $R/s^2$ gives

$$
\frac{R_n}{R}=\frac14F\!\left(\frac s4\right)
=\frac1{12}-\frac{17}{20160}s^2+\cdots
\quad\text{(two contacts)}.
$$

The relative decreases are $17s^2/105$ and $17s^2/1680$. A network of 400 resistors with distributed capacitors agreed with the full expressions to within 0.02% of their values at $s=0.1$, 1, 5 and 10, for both contact schemes.

### A reversal at high frequency

At $s=10$ the values of $R_n/R$ are 0.0230 for one contact and 0.0417 for two. The strip with two contacts now produces more drain noise. The two curves cross at $s\approx5.2$. For the device of the worked example below this is 86 GHz, and $s=10$ is 166 GHz. Both lie far above its $g_m/(2\pi C)$ of 37 GHz, so the reversal is a property of the $RC$-line model and lies outside the working range of that transistor. The large-$s$ limit explains this. There $\tanh\gamma$ tends to 1 and ${\rm Re}\,\gamma=\sqrt{s/2}$, so

$$
F(s)\simeq\frac1{\sqrt2\,s^{3/2}},\qquad
\frac14F\!\left(\frac s4\right)\simeq\frac{2}{\sqrt2\,s^{3/2}} .
$$

The capacitance suppresses the average noise voltage, and in this limit two contacts leave twice as much noise power as one.

This does not make one contact better for amplification, because the signal is attenuated too. A signal $V$ at the contacts produces the average $\bar v=YV/(j\omega C)$, since $C\bar v$ is again the total charge. Referring the noise to the input means dividing $S_{\bar v}$ by $|\bar v/V|^2$:

$$
\frac{4kT\,{\rm Re}\,Y}{(\omega C)^2}\,
\frac{(\omega C)^2}{|Y|^2}
=4kT\,{\rm Re}\frac1Y .
$$

Within this model, the input-referred noise is the thermal noise of the series input resistance. A real transistor has a further resistance in series with its intrinsic gate capacitance, from charging the channel. In the long-channel model in saturation it is $1/(5g_m)$, or 40 Ω for the example below, which is comparable with $R/12$. A measured input resistance is therefore not the strip term alone. Its low-frequency value follows from the series for $Y$:

$$
\frac1{RY}=\frac1{\gamma^2}\,
\frac1{1-\gamma^2/3+\cdots}
=\frac1{js}+\frac13+O(\gamma^2).
$$

The first term is the capacitor, and the omitted term of order $\gamma^2$ is imaginary. The series resistance is $R/3$. With two contacts, two half strips of series resistance $R/6$ are in parallel with equal currents, which gives $R/12$. At large $s$, ${\rm Re}(1/Y)$ is $R/\sqrt{2s}$ for one contact and half of that for two, so two contacts remain quieter when signal and noise are compared at the input.

### Resistance outside the active strip

Let a resistance $R_x$ lie between ac ground and each contacted end of the active gate. With one contact, its noise voltage shifts the entire gate. Its weight is 1, and it adds $R_x$ to $R_n$.

With two contacts, call the noise voltages of the outer resistors $e_a$ on the left and $e_b$ on the right, both positive towards increasing $u$. The loop current obeys

$$
J(R+2R_x)=e_a+\int_0^1e\,du+e_b .
$$

The mean gate voltage is

$$
\bar v=e_a+\int_0^1(1-u)e\,du-J\left(R_x+\frac R2\right).
$$

The last bracket is half the loop resistance, so the last term is half the sum of all the noise voltages. Hence

$$
\bar v=\frac{e_a-e_b}{2}+\int_0^1\left(\frac12-u\right)e\,du .
$$

Each outer resistor contributes $R_x/4$, and together they add $R_x/2$.

A silicided gate can also have a vertical resistance between the silicide, which is taken to carry all the lateral current, and the polysilicon below. Let its total value be $R_v=\rho_c/(WL)$, where $\rho_c$ is the interface resistivity in Ω cm². A piece $du$ has the smaller area $WL\,du$ and hence the resistance $R_v/du$. Its voltage enters the average with factor $du$, so its contribution to $R_n$ is $(du)^2R_v/du=R_v\,du$. The sum over the gate is $R_v$, for either contact scheme.

For $K$ fingers at fixed total width, each with its own $R_x$ at one end, the contact contribution is $K(1/K)^2R_x=R_x/K$. The vertical resistance of each finger is $KR_v$, and the fingers together contribute $K(1/K)^2KR_v=R_v$. Division into fingers therefore reduces the strip term as $1/K^2$, the contact term as $1/K$, and the vertical term not at all.

### Uneven transconductance

Let the local transconductance be $g_m[1+a(2u-1)]$ with $|a|\le1$. The total remains $g_m$, because $2u-1$ averages to zero. With one contact, the weight of a noise source is the share of transconductance beyond it:

$$
A(u)=\int_u^1[1+a(2u'-1)]\,du'=(1-u)+au(1-u).
$$

The integral of its square is

$$
\int_0^1A^2du=\frac13+2a\int_0^1u(1-u)^2du+a^2\int_0^1u^2(1-u)^2du
=\frac13+\frac a6+\frac{a^2}{30}.
$$

With two contacts, the loop current subtracts the mean weight $\bar A=1/2+a/6$. The coefficient becomes

$$
\int_0^1A^2du-\bar A^2
=\frac13+\frac a6+\frac{a^2}{30}-\frac14-\frac a6-\frac{a^2}{36}
=\frac1{12}+\frac{a^2}{180}.
$$

The linear terms cancel. This agrees with symmetry: reversing the sign of $a$ mirrors the device, and two equal contacts cannot distinguish the two versions.

### A worked example

Take a silicided-polysilicon finger of an RF nMOS transistor with $W=10$ µm, $L=0.18$ µm, a sheet resistance of 8 Ω per square, a 4 nm oxide and $g_m=5$ mS at 300 K. These are rough values for a device of this kind. The strip contains $10/0.18=55.6$ squares, so

$$
R=8\times\frac{10}{0.18}=444.4\ \Omega,\qquad
\frac R3=148.1\ \Omega,\qquad
\frac R{12}=37.0\ \Omega .
$$

The equivalent gate noise $\sqrt{4kTR_n}$ is 1.57 nV/√Hz with one contact and 0.78 nV/√Hz with two. Multiplication by 5 mS gives drain noise currents of 7.8 and 3.9 pA/√Hz. Four times less noise power means half the noise amplitude.

For comparison, the long-channel model of a transistor in saturation gives a channel noise current spectrum $4kT(2/3)g_m$. Referred to the gate, it corresponds to $(2/3)/g_m=133.3$ Ω. If the two sources are independent, the total is 281.5 Ω with one contact and 170.4 Ω with two. At fixed $g_m$ and temperature, the second contact lowers this total noise power by 39%.

The full oxide capacitance is 15.5 fF, and two overlaps of 0.3 fF/µm add 6 fF, which makes $C=21.5$ fF. This is an upper estimate: in saturation the long-channel model gives only two thirds of the oxide capacitance, so that $C$ would be 16.4 fF and the frequency corrections smaller. With the upper estimate, the numbers are as follows. The $RC$ time is 9.57 ps, and at 1 GHz $s=0.060$. The drain noise is below its low-frequency value by 0.06% with one contact and 0.004% with two. In this model, a decrease of 10% is reached at 13.8 GHz and 55 GHz, respectively. The second frequency lies above $g_m/(2\pi C)=37$ GHz, where the assumption of a frequency-independent local transconductance is doubtful. In the long-channel model the delay of the channel lowers $|g_m|^2$ by about 3% at 55 GHz, against 0.2% at 13.8 GHz.

Dividing the same total width into four fingers reduces the strip contribution to $444.4/48=9.3$ Ω with one contact per finger, and to 2.3 Ω with two.

### Comparison with real devices

Real contacts add a noticeable resistance in this layout. A rough 5 Ω for the contact and 0.3 µm of gate beyond the active area give $R_x=5+8\times0.3/0.18=18.3$ Ω. A rough interface resistivity of $10^{-7}$ Ω cm² adds $R_v=5.6$ Ω. The noise resistance rises from 148 to 172 Ω with one contact, and from 37 to 52 Ω with two. These are increases of 16% and 40%, and the advantage of the second contact falls from a factor of 4 to 3.3. A transconductance tilt of $a=0.05$ matters less: it changes the strip term by 2.5% with one contact and by 0.02% with two. The channel factor $2/3$ belongs to the long-channel model, and short devices can exceed it. This device is short in that sense: its 5 mS is 58% of the velocity-saturation limit of 8.6 mS, the product of the width, the oxide capacitance per area and a saturation velocity of $10^7$ cm/s. The gate shares of 77%, 53% and 22% are therefore best read as upper estimates. If it were twice as large, the gate's share with one ideal contact would fall from 53% to 36%.

Temperature also matters. At 358 K, with a rough resistance coefficient of 0.003 per kelvin, the gate noise power rises by the factor $(358/300)(1+0.003\times58)=1.40$ at fixed $g_m$.

Flicker noise exceeds the gate-resistance noise at sufficiently low frequency. With the model spectrum $K_F/(C_{\rm ox}f)$ at the gate, where $C_{\rm ox}$ is the oxide capacitance, and a rough $K_F=10^{-24}$ V² F, it equals the gate-resistance noise at 26 MHz for one contact and 105 MHz for two. At 1 GHz it is still 2.6% and 10% of that noise, respectively.

Gate leakage is negligible here. A shot-noise current $i$ entering a one-contact strip at $u_0$ produces $v(u)=Ri\min(u,u_0)$, with average $Ri(u_0-u_0^2/2)$. For a uniformly distributed leakage current $I_G$ and electron charge $q$, independent shot noise gives

$$
S_{\bar v}=2qI_GR^2\int_0^1\left(u-\frac{u^2}{2}\right)^2du
=2qI_GR^2\left(\frac13-\frac14+\frac1{20}\right)
=\frac{4}{15}qI_GR^2 .
$$

An assumed leakage of $10^{-4}$ A/cm² gives 1.8 pA, and this noise is $6\times10^{-9}$ of the thermal gate noise. At 1.2 V the estimated oxide field is 3 MV/cm, below the rough 10 MV/cm at which a good oxide breaks down. The ratio $hf/kT$, with $h$ Planck's constant, is $1.6\times10^{-4}$ at 1 GHz, so the classical thermal spectrum is adequate.

The model also holds the drain at ac ground and leaves out noise that the channel induces in the gate. A moving drain changes the current through the gate-drain capacitance, and induced gate noise is correlated with the channel noise. Either effect calls for a fuller circuit when the capacitive gate current is no longer small. The numerical output below lists the inputs and results of the example.

## Computed results

```
Network Rn/R, one end: 0.333333; both ends: 0.083333
Network Rn/R, centre contact: 0.083333
s=0.1: Rn/R one=0.33279, both=0.08332
s=1: Rn/R one=0.28698, both=0.08250
s=10: Rn/R one=0.02298, both=0.04172
Inputs: W=10 um, L=0.18 um, sheet=8 ohm/square
Inputs: oxide=4 nm, relative permittivity=3.9
Input overlap capacitance per side: 0.3 fF/um
Inputs: gm=5 mS, T=300 K, f=1 GHz
End-to-end gate resistance R: 444.4 ohm
Noise resistance, one end: 148.1 ohm; both: 37.0 ohm
Gate noise, one end: 1.567 nV/sqrt(Hz)
Gate noise, both ends: 0.783 nV/sqrt(Hz)
Drain noise, one end: 7.83 pA/sqrt(Hz)
Drain noise, both ends: 3.92 pA/sqrt(Hz)
Input long-channel noise factor: 0.6667
Channel-noise equivalent resistance: 133.3 ohm
Gate share of gate+channel thermal noise power, one end: 52.6 %
Gate share of gate+channel thermal noise power, both ends: 21.7 %
Four fingers, same total width, one end each: 9.26 ohm
Four fingers, same total width, both ends: 2.31 ohm
Oxide capacitance: 15.54 fF; with overlaps: 21.54 fF
RC time: 9.57 ps; s at operating frequency: 0.0601
Finite-frequency decrease, one end: 0.0585 %
Finite-frequency decrease, both: 0.00366 %
Ten-percent decrease, one end: 13.8 GHz
Ten-percent decrease, both ends: 55.1 GHz
Inputs per contact: via=5 ohm, extension=0.3 um
Extra resistance at each contact: 18.3 ohm
Contact addition to Rn: one=18.3, both=9.2 ohm
Input vertical interface resistivity: 1.0e-07 ohm cm2
Vertical interface addition: 5.56 ohm
Rn with contacts and interface, one end: 172.0 ohm
Rn with contacts and interface, both ends: 51.8 ohm
Input transconductance tilt a: 0.05
Tilt change in Rn: one=2.52 %, both=0.0167 %
Inputs: hot gate=358 K, resistance coefficient=0.003 /K
Hot/300 K gate noise power ratio: 1.401
Input flicker coefficient: 1.0e-24 V2 F
Flicker/gate-resistance noise power at 1 GHz, one end: 2.62 %
Flicker/gate-resistance noise power at 1 GHz, both ends: 10.49 %
Flicker equals gate-resistance noise, one end: 26.2 MHz
Flicker equals gate-resistance noise, both ends: 104.9 MHz
Inputs: leakage=1.0e-04 A/cm2, gate voltage=1.2 V
Gate leakage current: 1.80 pA
Leakage-shot/gate-resistance noise power, one end: 6.19e-09
Oxide field, gate voltage/thickness: 3.00 MV/cm
Quantum parameter hf/kT: 1.60e-04
```
